\section*{How roof defects can slow square pyramid coarsening to a quarter power}

\section*{Question}

A growing crystal surface with square symmetry develops pyramids whose facets have four selected slopes. Balancing the cost of facet edges against the speed of facets suggests that the pyramid size grows as $t^{1/3}$. Why can it grow as $t^{1/4}$ instead, and what do roof-like defects, where a pyramid ends in a ridge rather than a point, have to do with it?

\section*{The model and its two kinds of wall}

Let $H(x,y,t)$ be the surface height in the frame that moves with the mean film thickness. An uphill adatom current that vanishes at slope components $\pm s$, together with surface smoothing, gives
\begin{equation}
H_t=-\nu\,\partial_x\!\left[H_x\Big(1-\frac{H_x^2}{s^2}\Big)\right]-\nu\,\partial_y\!\left[H_y\Big(1-\frac{H_y^2}{s^2}\Big)\right]-K_4\nabla^4H .
\end{equation}
Shot noise, desorption and up-down asymmetry are left out. Measure length in $\ell=\sqrt{K_4/\nu}$, time in $\tau=K_4/\nu^2$ and height in $s\ell$. Then
\begin{equation}
h_t=-\frac{\delta F}{\delta h},\qquad
F=\int\!\Big[\tfrac12(\nabla^2h)^2+\tfrac14(1-h_x^2)^2+\tfrac14(1-h_y^2)^2\Big]dx\,dy .
\label{F}
\end{equation}
$F$ is not a thermodynamic energy, but it decreases in time, because $dF/dt=\int(\delta F/\delta h)h_t=-\int h_t^2$. Its minima are the four slopes $(\pm1,\pm1)$.

Since $h$ is continuous, two facets that meet along a line have the same slope along it. The slope jump is therefore normal to the line. If one component flips, the wall runs along an axis; call it an edge. If both flip, it runs along a diagonal; call it a roof.

For an edge, $h_x=m(x)$ goes from $-1$ to $1$ while $h_y=\pm1$ stays constant. The cost per length is $\int[\frac12m'^2+\frac14(1-m^2)^2]dx$. Completing the square shows that it is least when $m'=(1-m^2)/\sqrt2$, so $m=\tanh(x/\sqrt2)$ and
\begin{equation}
\sigma_e=\int_{-1}^{1}\frac{1-m^2}{\sqrt2}\,dm=\frac{2\sqrt2}{3}\approx0.943 .
\end{equation}
For a roof, let $\xi=(x+y)/\sqrt2$ and $p=dh/d\xi$, so that $h_x=h_y=p/\sqrt2$. The slope terms add to $\frac12(1-p^2/2)^2$, and the same argument gives
\begin{equation}
\sigma_r=\int_{-\sqrt2}^{\sqrt2}\Big(1-\frac{p^2}{2}\Big)dp=2\sqrt2-\frac{2\sqrt2}{3}=\frac{4\sqrt2}{3}=2\sigma_e .
\end{equation}

A roof passes through zero slope, which is unstable on a flat surface, so its own stability needs a check. Add $\phi=f(\xi)\cos k\eta$, with $\eta$ along the roof. With $T=\tanh(\xi/\sqrt2)$ and $w=3T^2-1$, the quadratic change of $F$ is proportional to
\begin{equation}
\int\!\big[f''^2+wf'^2\big]d\xi+k^2\!\int\!\big[2f'^2+wf^2\big]d\xi+k^4\!\int\! f^2d\xi ,
\end{equation}
where $-2k^2ff''$ was integrated by parts. The first integral is not negative: the operator $-\partial_\xi^2+w$ has the nodeless zero mode $\mathrm{sech}^2(\xi/\sqrt2)$, so zero is its lowest eigenvalue. With $z=\xi/\sqrt2$, the second contains $-\partial_z^2+2-3\,\mathrm{sech}^2z$. Its ground state is $\mathrm{sech}^{\kappa}z$ with $\kappa(\kappa+1)=3$, and its eigenvalue is $2-\kappa^2=0.303>0$. A straight roof is linearly stable.

\section*{Without roofs the pyramids are stuck}

Expand the curvature term and integrate by parts twice in a periodic box:
\begin{equation}
\tfrac12\int(h_{xx}+h_{yy})^2=\int\Big[\tfrac12h_{xx}^2+\tfrac12h_{yy}^2+h_{xx}h_{yy}\Big],\qquad
\int h_{xx}h_{yy}=\int h_{xy}^2 .
\end{equation}
In this model $\int h_{xy}^2$ is the sole term that couples the two slope components. On a roof $h_{xy}=\frac12\mathrm{sech}^2(\xi/\sqrt2)$, which contributes $\sqrt2/3=\sigma_e/2$ per length. If $h_{xy}=0$ everywhere, then $h=f(x)+g(y)$: a grid of pyramids and pits bounded by straight edges. Up to a uniform shift,
\begin{equation}
f_t=\partial_x(f_x^3-f_x)-f_{xxxx},
\end{equation}
and likewise for $g$. Far from an edge, a small slope deviation $u$ obeys $u''=2u$ and decays as $e^{-\sqrt2|x|}$. Parallel edges a distance $L$ apart therefore attract with a strength of order $e^{-\sqrt2L}$, and $L$ grows only logarithmically. A computed uneven grid with spacings 20 and 28 changed its $F$ by a fraction $3\times10^{-10}$ between $t=300$ and $900$.

Could a small shift of one facet set the grid moving? Treat the walls as sharp. At a peak, displacing the origin and the overall height removes three of the four facet offsets, leaving one mismatch $S$. For $S>0$,
\begin{equation}
h=\min(-x-y+S,\;x-y,\;x+y,\;-x+y).
\end{equation}
The second and fourth planes now meet on $y=x$ from $(0,0)$ to $(S/2,S/2)$. This is a roof of length $S/\sqrt2$. Two edges each lose $S/2$, so
\begin{equation}
\Delta F_{\rm peak}=\Big(\frac{\sigma_r}{\sqrt2}-\sigma_e\Big)|S| .
\end{equation}
The case $S<0$ and the pits follow by symmetry. Displacing a vertex lengthens one edge and shortens the opposite one equally, so it adds nothing.

At a saddle take the planes $x-y+S$, $-x-y$, $-x+y$, $x+y$ in quadrants 1 to 4. The first and third meet along a roof from $(-S/2,0)$ to $(0,S/2)$. The left edge loses $S/2$ and the bottom edge gains $S/2$, so $\Delta F_{\rm saddle}=\sigma_r|S|/\sqrt2$.

With sharp walls every mismatch thus costs an amount linear in $|S|$ if $\sigma_r>\sqrt2\,\sigma_e$, which holds here. The grid then sits in a cusp-shaped minimum and is pinned. The finite wall width rounds off the tip of the cusp: for a mismatch below about one wall width the cost grows as $S^2$, and a small shift still relaxes back. It can coarsen at an appreciable rate only through roofs that are already present.

\section*{How fast a facet moves at a roof}

Take a periodic array with edge spacing $a$, in which two opposite facet types are raised by $c$ and the other two lowered by $c$. A cell of area $4a^2$ holds a peak, a pit and two saddles, each with $|S|=4c$. Hence $F=F_0+Kc$ with
\begin{equation}
K=4\left[2\Big(\frac{\sigma_r}{\sqrt2}-\sigma_e\Big)+\frac{2\sigma_r}{\sqrt2}\right]=(16\sqrt2-8)\sigma_e\approx13.8 .
\end{equation}
The facets move at $\pm\dot c$. Across an edge $h_t$ passes from one value to the other as $\dot c\tanh(x/\sqrt2)$, and $\int(1-\tanh^2)dx=2\sqrt2$. Averaged over a spacing $a$, each direction reduces the mean of $h_t^2$ by the factor $1-2\sqrt2/a$. For $c\ll a$, setting $K\dot c=-\int h_t^2$ gives
\begin{equation}
\dot c=-\frac{K}{4a^2(1-2\sqrt2/a)^2}.
\end{equation}
For $a=48$ the bracket squared is $0.886$, and the speed is $13.8/(9216\times0.886)=0.00169$. Direct integration of the growth equation gave $0.00164$, 3\% less, although $c$ was between $0.2a$ and $0.25a$ and so not very small. In such an array the speed thus scales roughly as $v\sim\sigma_e/L^2$ when the pyramid size is $L$. A single displaced facet in an otherwise regular grid feels a force $K/4$ from its four corners and has an area $a^2$. With sharp walls and the neighbours held fixed, this gives $K/4a^2$, the sharp-wall speed of a facet of the array. The neighbours are not firmly held, however. Each of the four that share an edge with the facet also shares two mismatched corners, whose pull just equals the sharp-wall pinning at its other two corners. With walls of finite width these neighbours are dragged the other way at a sizable fraction of the facet's speed. If the displacement is only a few wall widths, the force is weaker and the facet moves markedly more slowly. Only the scaling with $L$ is used below, not the prefactor.

\section*{From roofs to the growth law}

Let $L$ be the mean edge spacing and $R$ the roof length per area. A square grid has edge length $2/L$ per area, so with sharp walls
\begin{equation}
\frac{F}{\text{area}}=\frac{2\sigma_e}{L}+\sigma_rR=\frac{2\sigma_e}{L}(1+RL).
\label{energy}
\end{equation}
Assume that the length of a typical roof stays a fixed fraction of $L$. This is a scaling assumption, and the run below does not measure single roof lengths. At the sizes reached there, about ten wall widths, typical roofs may be only a few wall widths long and need not lengthen in step with $L$. Shorter roofs would be more numerous for the same $R$, and the next two estimates would change. With the assumption, there are $N\sim R/L$ roofs per area, and the fraction of facets that move is $\varphi\sim NL^2\sim RL$. The dissipation per area is
\begin{equation}
D=\langle h_t^2\rangle\sim\varphi v^2\sim RL\,\frac{\sigma_e^2}{L^4}=\frac{\sigma_e^2R}{L^3}.
\end{equation}
For $RL\ll1$, equation (\ref{energy}) gives $D\approx2\sigma_eL^{-2}\,dL/dt$. Equating the two,
\begin{equation}
\frac{dL}{dt}=C\,\frac{R}{L},
\label{growth}
\end{equation}
with $C$ a number of order one in scaled units. If $R=AL^{-q}$, then $L^{q+1}dL=CA\,dt$, and
\begin{equation}
L^{q+2}-L_0^{q+2}=(q+2)CA\,(t-t_0),\qquad L\to\text{const}\times t^{1/(q+2)} .
\label{law}
\end{equation}

If a fixed fraction of pyramids carries roofs, $RL$ is constant, $q=1$, and $L\sim t^{1/3}$. This is the usual law: all regions take part in a similar way. If the roofs thin out faster than the edges, a growing part of the surface is pinned. For $q=2$ the moving fraction falls as $1/L$ and $L\sim t^{1/4}$.

What would fix $q$? Suppose a moving defect sweeps a strip of width $L$ until it meets another and both vanish. Its path is then of order $1/(NL)$. The edge length cleared per lost defect is proportional to this path, so
\begin{equation}
d\Big(\frac1L\Big)=g\,\frac{dN}{NL}\quad\Rightarrow\quad N\propto L^{-1/g}.
\end{equation}
Since $N\sim R/L\sim L^{-(q+1)}$, it follows that $q=1/g-1$. Under the same assumption on roof length, the quarter law needs $g=1/3$: each doubling of $L$ removes seven of eight defects, where dilution at a fixed number per pyramid removes three of four. Nothing in the symmetry sets $g$ to $1/3$. Square symmetry permits the quarter law, by allowing a pyramid pattern without roofs, but does not enforce it.

The slope dependence of the current matters too. Add $\frac{\beta}{2}(1-h_x^2)(1-h_y^2)$ to the integrand of $F$. An edge is unaffected, because one factor vanishes on it. On a roof the slope terms are multiplied by $1+\beta$, so $\sigma_r=2\sigma_e\sqrt{1+\beta}$. For $-1<\beta<-1/2$, where the four slopes are still the minima, $\sigma_r$ falls below $\sqrt2\,\sigma_e$, so with sharp walls a roof at a peak, taken by itself, lowers $F$. Roofs at saddles still cost energy, and shifting a single facet opens both kinds. Shifting the four facets of one pit together, however, leaves the saddles matched and opens roofs only at the four surrounding peaks, so with sharp walls the grid is no longer pinned. The roof is then wider by $1/\sqrt{1+\beta}$, and for pyramids only some ten wall widths across the finite-width corrections can cancel much of this gain. It is therefore not clear how far the pattern fills with roofs. If every pyramid then carries a roof and the facets keep moving, the scaling argument suggests $q=1$ and the one-third law at late times. The simulation below has $\beta=0$ and does not test this.

\section*{What a simulated surface shows}

One periodic surface of width 320 was started from small random noise. The mesh spacing was 1.25, close to the wall width $\sqrt2$, which can pin edges weakly to the mesh; at this spacing only a roof array with $a=40$ was checked, and its speed was 5\% below the formula above. The numerical output lists $L$ and $R$ up to $t=10^4$. Here $R$ is the surface mean of $h_{xy}^2$ divided by its value per roof length, $\sigma_e/2$, and $L$ then follows from the measured $F$ through equation (\ref{energy}). Bent edges also have nonzero $h_{xy}$, so $R$ is an effective roof length, somewhat above the geometric one. Roofs were at first plentiful and disappeared while $L$ grew slowly, so the exponents below refer to $t\ge1000$. In that range $L$ rises from 11.7 to 17.6.

A single power law fitted to $R$ against $L$ gives $q=1.94$, for which equation (\ref{law}) predicts a late-time exponent of $0.25$. This number must not be read as a confirmation. The table shows that $RL$ falls from $0.152$ to $0.095$ by $t=4000$ and then stays near $0.095$. The local values are
\begin{align}
q_{1000\to4000}&=\frac{\ln(0.01304/0.00672)}{\ln(14.12/11.68)}\approx3.5,\\
q_{4000\to10000}&=\frac{\ln(0.00672/0.00540)}{\ln(17.64/14.12)}\approx1.0 .
\end{align}
The fitted value averages a steep part and a flat one. At the end the total roof length in the box is $0.0054\times320^2\approx553$, or about 31 times $L$. If this were 31 separate roofs of length $L$, counting scatter alone would be near 18\%; shorter roofs would be more numerous and their scatter smaller. From $t=4000$ on, $q=2$ would have lowered $RL$ by 20\%. This run cannot tell whether the plateau lasts, nor whether the geometric roof length shares it, since $R$ also includes bent edges. It may also be scatter of a single realisation: a different random start can show no plateau over the same times, with a local $q$ near 3 and a time exponent near 0.19.

Nor does the time exponent decide. A fit to all $t\ge1000$ gives $0.18$, below both laws. Between $t=4000$ and $10^4$ the exponent is $\ln(17.64/14.12)/\ln2.5=0.24$, close to one quarter. Yet equation (\ref{growth}) gives the apparent exponent
\begin{equation}
\frac{d\ln L}{d\ln t}=\frac{C\,(RL)\,t}{L^3}\approx\frac{1.40\times0.095\times10^4}{17.64^3}\approx0.24
\end{equation}
with $C$ averaged over $t\ge1000$ and no assumption about $q$. If $RL$ stayed constant, this slope would drift up to $1/3$; if $RL$ fell as $1/L$, it would settle at $1/4$. A measured slope near one quarter needs a count of roofs beside it.

The run does support the link between roofs and speed. While $R/L$ fell by a factor of about 18 from $t=100$ to $10^4$, $C$ averaged $1.81$ in the first decade and $1.40$ in the second, where its values in single intervals of the table lie between about 1.1 and 1.6. The dissipation followed $(R/L^3)^{1.26}$ rather than the first power. Much of the excess comes from the roof term in equation (\ref{energy}): its decrease supplies about 60\% of the loss of $F$ in the first interval of the table and 14\% in the last. Counting the edge part alone, the first and last intervals give a power of about $1.05$.

\section*{The numbers in nanometres and hours}

Take $\nu=0.3\ \mathrm{nm^2/s}$, $K_4=0.3\ \mathrm{nm^4/s}$, $s=0.2$ and a deposition rate of $0.01$ nm/s. Then $\ell=\sqrt{0.3/0.3}=1$ nm and $\tau=0.3/0.3^2=3.33$ s. The run ends after $10^4\tau=556$ min with $L=17.6$ nm, a film of 333 nm and mounds $2sL=7.1$ nm high. Suppose a pure power law held from there on, with all growth conditions fixed. Doubling $L$ would require a total time of $2^4\times556\approx8900$ min (148 h) for the quarter law, and $2^3\times556\approx4400$ min (74 h) for the one-third law. The run does not end on a pure one-third law, however, since its slope there is about 0.24. Equation (\ref{law}), started from the last point with $C=1.40$ and $RL=0.095$, gives total times of about 9200 min for $q=2$ and 5900 min for $q=1$.

These round values are meant for the rough regime of iron grown on Fe(001) near room temperature; $\nu$ and $K_4$ are chosen, not measured, and the film is thick for such growth. The facet angle is $\arctan(0.2\sqrt2)\approx16^\circ$. Desorption is negligible, and the finite slope changes areas by 4\%. For a rough diffusion length of 3 nm, the neglected up-down asymmetry is estimated at a few per cent of the smoothing term at an edge. At roofs and peaks, where the slope passes through zero and adatoms are more numerous, it may be comparable to the smoothing. The continuum description is cruder: the step spacing on a facet is 0.35 of the edge width. If nothing held the facets in place, shot noise would displace one by roughly 0.1 nm. That is small beside 7.1 nm, but it does not show that noise cannot create new roofs. If it kept their number per pyramid constant, the argument above would lead back to $t^{1/3}$. The supply of roofs in a real film therefore remains an open assumption. For the next doubling it is worth a factor of about 1.5 in total time when the growth equation is continued from the end of the run, or 2 if pure power laws are assumed. The chosen $\nu$ and $K_4$ matter as much: halving both doubles every time quoted here.

\section*{Table of computed values}
\begin{verbatim}
edge cost: theory 0.9428, surface 0.9430 (scaled)
roof cost: theory 1.8856, surface 1.8856 (scaled)
int h_xy^2 per roof length: 0.4714 (scaled)
lowest transverse roof eigenvalue: 0.3028 (scaled)
roof-free grid, relative change of F, t=300-900: 2.9e-10
roof array force K, theory: 13.791 (scaled)
a=32, step 0.5: dc/dt -0.00393, theory -0.00405, K 14.295, (-dF/dt)/(int h_t^2) 1.0000
a=48, step 0.5: dc/dt -0.00164, theory -0.00169, K 13.979, (-dF/dt)/(int h_t^2) 1.0000
a=40, step 4.0: dc/dt -0.00238, theory -0.00250, K 13.954, (-dF/dt)/(int h_t^2) 1.0005
speed falls as a^-p from a=32 to a=48, p = 2.16
coarsening box width: 320 (scaled), 320 nm
t (scaled), t (min), L (scaled), L (nm), R (scaled), R*L
    60     3.3    7.61     7.6   0.05731   0.436
   100     5.6    8.09     8.1   0.04561   0.369
   200    11.1    9.01     9.0   0.03332   0.300
   400    22.2   10.07    10.1   0.02320   0.234
   700    38.9   11.15    11.2   0.01620   0.181
  1000    55.6   11.68    11.7   0.01304   0.152
  1400    77.8   12.11    12.1   0.01065   0.129
  2000   111.1   12.67    12.7   0.00886   0.112
  2800   155.6   13.33    13.3   0.00795   0.106
  4000   222.2   14.12    14.1   0.00672   0.095
  5600   311.1   15.25    15.2   0.00628   0.096
  8000   444.4   16.67    16.7   0.00592   0.099
 10000   555.6   17.64    17.6   0.00540   0.095
time exponent of L, all times: 0.159
time exponent of L, t >= 1000: 0.180
q in R ~ L^-q, t >= 1000: 1.94
late-time exponent 1/(q+2) from this q: 0.254
closure number g = 1/(q+1): 0.341
power of D against R/L^3 (theory 1): 1.26
D falls by a factor 256 over the run
C in dL/dt = C R/L: t=100-1000 1.81, t=1000-10000 1.40 (scaled)
final L from t=1000 on: if q=1 19.45, if q=2 18.14, measured 17.64 (scaled)
example: nu 0.3 nm^2/s, K 0.3 nm^4/s, slope component 0.2
example: deposition 0.01 nm/s, length unit 1.00 nm, time unit 3.33 s
fastest-growing first wavelength: 8.9 nm
facet angle: 15.8 degrees
film at the end: 333 nm, mound height 7.1 nm
total time when L has doubled again: 8889 min (1/4), 4444 min (1/3)
neglected shot noise per facet: 0.113 nm
neglected up-down asymmetry / smoothing: 0.042
step spacing / edge width: 0.35
neglected finite-slope area factor: 0.039
log10 of desorbed fraction at 300 K: -50
\end{verbatim}
